Poisson Franck-Condon factors and the Huang-Rhys factor at a trap

**Q.** A trap in a memory layer captures an electron, and the surrounding lattice is left vibrating. I hear that the phonons are "distributed" in some way. Distributed over what, and in which model?

**A.** Take one vibrational mode with coordinate q, momentum p and mass M. Each electronic state gives this mode its own potential well. I assume that both wells are harmonic, that they have the same frequency ω, and that their minima lie at q = 0 before the transition and at q = Δ after it. In atomic units, where ħ = 1,

H_i = p²/(2M) + Mω²q²/2

H_f = E_0 + p²/(2M) + Mω²(q − Δ)²/2.

Energies are counted from the minimum of the initial well, and E_0 is the minimum of the final one. Write |m_i> and |n_f> for the vibrational levels of the two wells. At zero temperature the mode starts in |0_i>. The quantities to be found are the Franck-Condon factors

P_n = |<n_f|0_i>|².

The levels |n_f> form a complete set, so the P_n add up to one and can be read as a distribution over n.

**Q.** Is P_n the probability that capture produces n phonons?

**A.** Not by itself. In the golden rule the matrix element is <n_f|W(q)|0_i>, where W is the electronic coupling. If W does not depend on q, it comes out as a factor and the rate into level n is proportional to |W|²P_n. Energy conservation then decides which n can be reached. If W varies with q, other vibrational matrix elements enter. The factors P_n are well defined in either case.

**Q.** Then you need overlaps of Hermite functions with different centres. That looks like a separate integral for every n.

**A.** Ladder operators avoid the integrals. For the initial well define

a = √(Mω/2) q + i p/√(2Mω).

The product of the two prefactors is 1/2. With [q, p] = i this gives [a, a†] = 2 · (1/2) = 1. Multiplying out,

a†a = Mωq²/2 + p²/(2Mω) + (i/2)[q, p] = H_i/ω − 1/2,

so H_i = ω(a†a + 1/2). The final well is the same oscillator with q replaced by q − Δ. Its lowering operator is therefore

b = √(Mω/2)(q − Δ) + i p/√(2Mω) = a − g, with g = Δ√(Mω/2),

and H_f = E_0 + ω(b†b + 1/2). The two lowering operators differ by a number, because the same ω stands in both prefactors.

**Q.** How does a shifted operator tell you the overlaps?

**A.** The initial ground state satisfies a|0_i> = 0. Hence

b|0_i> = (a − g)|0_i> = −g|0_i>.

The old ground state is an eigenstate of the new lowering operator, that is, a coherent state of the final well. Expand it as |0_i> = Σ c_n|n_f>, with c_n = <n_f|0_i>, and use b|n_f> = √n |(n−1)_f>:

Σ c_n √n |(n−1)_f> = −g Σ c_n|n_f>.

On the left, the coefficient of |n_f> comes from the term with n + 1. Comparing coefficients gives

√(n+1) c_{n+1} = −g c_n.

Starting from c_0, each step supplies a factor −g and a divisor √(n+1), so

c_n = c_0 (−g)ⁿ/√(n!).

**Q.** You still do not know c_0.

**A.** Normalization fixes its size:

1 = Σ |c_n|² = |c_0|² Σ g²ⁿ/n! = |c_0|² exp(g²).

Therefore |c_0|² = exp(−g²), and

P_n = exp(−g²) (g²)ⁿ/n!.

This is a Poisson distribution with parameter g².

**Q.** Normalization would hide a mistake in g. Can you get c_0 without it?

**A.** Yes, from the Gaussian ground states. The initial one is (Mω/π)^(1/4) exp(−Mωq²/2), and the final one is the same function centred at Δ. Their overlap is

c_0 = √(Mω/π) ∫ exp{−Mω[q² + (q − Δ)²]/2} dq.

Completing the square,

q² + (q − Δ)² = 2(q − Δ/2)² + Δ²/2.

The constant part gives exp(−MωΔ²/4). The remaining integral of exp[−Mω(q − Δ/2)²] is √(π/(Mω)), which cancels the prefactor. Thus

c_0 = exp(−MωΔ²/4) = exp(−g²/2),

in agreement with normalization, since g² = MωΔ²/2.

**Q.** And the alternating sign of c_n? Does it mean anything?

**A.** It reflects a phase convention: b† builds final states that are positive far to the right. For Δ > 0 the initial packet lies mostly to the left of Δ, where the n = 1 state is negative, so c_1 is negative. The sign drops out of P_n. Replacing Δ by −Δ likewise leaves every P_n unchanged.

**Q.** What is the mean of this distribution? I would like to see the sum.

**A.** The n = 0 term contributes nothing. In the others, n/n! = 1/(n−1)!, so

<n> = exp(−g²) Σ_{n≥1} (g²)ⁿ/(n−1)! = g² exp(−g²) exp(g²) = g².

In the same way <n(n−1)> = g⁴. The variance is then

<n²> − <n>² = g⁴ + g² − g⁴ = g².

**Q.** So you call g² the Huang-Rhys factor and the identification is finished. That is only a name.

**A.** It would be, if the factor were defined as g². I define it by an energy instead. Let λ be the relaxation energy, the energy released in the final well when the lattice moves from the old minimum q = 0 to the new one q = Δ:

λ = Mω²Δ²/2, S = λ/ω.

S measures the relaxation energy in phonons. That it equals the mean of n can be shown without the Poisson form. Expanding the square in H_f,

H_f = H_i + E_0 − Mω²Δ q + λ.

In |0_i> the mean of q is zero and the mean of H_i is ω/2, so

<0_i|H_f|0_i> = E_0 + ω/2 + λ.

The same quantity, written with the final levels, is

Σ P_n [E_0 + ω(n + 1/2)] = E_0 + ω/2 + ω<n>.

Equating the two gives <n> = λ/ω = S. The direct sum gave g² = MωΔ²/2, which is also λ/ω. The result is

P_n = exp(−S) Sⁿ/n!, S = <n> = λ/ω = MωΔ²/2.

**Q.** Does a capture event then deposit the energy λ on average?

**A.** That would misread the average. It describes the initial packet placed suddenly on the final potential, with all n weighted by P_n. In a nonradiative transition the total energy is fixed, and the energy drop between the wells selects n. S then determines how large the weight of that n is.

**Q.** Give me numbers. I suspect that you will need the mass of some ill-defined mode.

**A.** The mass can be eliminated in favour of the force constant K = Mω². Take a model trap with phonon energy ω = 0.06 eV, K = 9 eV/Å² and Δ = 0.25 Å. Then

λ = KΔ²/2 = 9 × 0.25²/2 = 0.281 eV

S = 0.28125/0.06 = 4.69.

The displacement gives the same result. The squared oscillator length is 1/(Mω) = ω/K, so the length is √(0.06/9) = 0.0816 Å. Then g = 0.25/(√2 × 0.0816) = 2.17, and its square is again 4.69 when unrounded values are used.

**Q.** Which final level has the largest weight? The mean is not an integer.

**A.** Look at the ratio of neighbouring weights,

P_{n+1}/P_n = S/(n + 1).

The weights rise as long as n + 1 < S and fall once n + 1 > S. Here they rise up to n = 4, where P_4 = 0.185, and the next is P_5 = 0.185 × 4.69/5 = 0.174. The zero-phonon weight is exp(−4.69) = 0.0092, so the two vibrational ground states overlap very little.

**Q.** And a trap that has to dispose of a definite energy?

**A.** Let the relaxed final level lie 0.60 eV below the relaxed initial one. The zero-point energies are equal and cancel, so the lattice must take up n = 0.60/0.06 = 10 phonons. The weight is P_10 = 0.0130, about 7% of P_4. This value belongs to the harmonic model. It lies in the tail of the distribution, which is far more sensitive to anharmonicity than the mean: a Morse final well 10 eV deep, with the same K and Δ, raises it about threefold or lowers it more than tenfold, depending on the side of the displacement. If the levels are sharp, a drop that is not a whole number of phonons finds no final level of the right energy. Even a whole number gives no steady rate, because two sharp levels of equal energy pass the electron back and forth. A rate requires broadened levels or a continuum, which this single mode does not supply.

**Q.** All of this rests on operator algebra. Has anyone looked at the wavefunctions?

**A.** The numerical output below comes from diagonalizing both wells on a coordinate grid and multiplying the eigenvectors, with no ladder operators. The weights agree with the Poisson law to about 10⁻¹⁴ in absolute terms. The signed overlaps and the mean energy were tested against the formulas as well.

**Q.** Does the law reduce to something familiar when the lattice hardly moves?

**A.** For S ≪ 1, expanding to first order gives P_0 ≈ 1 − S and P_1 ≈ S, while P_2 is of order S². The initial packet then lies almost entirely in the ground state of the final well, and S is its small weight in the one-phonon level. In a nonradiative transition the energy drop still selects n, and for n ≥ 1 a small S makes the weight of that level small.

For S ≫ 1, write n = S + x and use Stirling's formula for n!:

ln P_n ≈ −S + n − n ln(n/S) − ½ ln(2πn).

Expanding the logarithm for small x/S gives n ln(n/S) ≈ x + x²/(2S), with an error of order x³/S². The terms linear in x cancel, and

P_n ≈ exp[−(n − S)²/(2S)]/√(2πS).

This Gaussian requires |x| to be small compared with S^(2/3).

**Q.** Why should its width be √S? Is there a picture behind it?

**A.** The zero-point motion spreads q by 1/√(2Mω). At q = 0 the final potential has a slope of magnitude Mω²Δ. Their product is an energy spread,

Mω²Δ/√(2Mω) = ωΔ√(Mω/2) = ω√S,

which is the phonon energy times the standard deviation of n. In the example it is 0.13 eV. The Gaussian should not be used for the ten-phonon level, though: there x = 10 − 4.69 = 5.31, which is larger than S itself.

**Q.** Devices do not work at zero temperature. What if the mode starts one level up?

**A.** Then the Poisson law fails. Start from |m_i> and write

b†b = (a† − g)(a − g) = a†a − g(a + a†) + g².

The linear term has no diagonal element, so the mean is m + S. The deviation from the mean comes from that term alone:

(b†b − m − S)|m_i> = −g[√m |(m−1)_i> + √(m+1) |(m+1)_i>].

The squared norm of the right side is the variance, (2m + 1)S. For m = 1 in the example the mean is 5.69 and the variance is 14.06, whereas a Poisson law would make them equal.

**Q.** They would agree for m = 1 if S were 1/2. Is the law Poisson there?

**A.** No, as the full distribution shows. Since |1_i> = a†|0_i> and a† = b† + g,

<n_f|1_i> = √n c_{n−1} + g c_n.

The recursion gives c_{n−1} = −√n c_n/g, so the overlap is (g − n/g)c_n = (S − n)c_n/g. Squaring,

|<n_f|1_i>|² = P_n (n − S)²/S.

At S = 1/2 the ratio of the n = 1 weight to the n = 0 weight is S(1 − S)²/S² = 1/2. A Poisson law with mean 1 + S = 3/2 would require 3/2.

**Q.** Can I at least ignore the excited level when it is thinly populated?

**A.** Its population must be weighed against its overlap. With the same drop of 0.60 eV, a start from m = 1 has one more phonon to place and ends at n = 11. Its weight is

0.00554 × (11 − 4.69)²/4.69 = 0.047,

about 3.6 times the 0.0130 found from the ground state. For constant W, the excited level therefore contributes 3.6 times as much per unit of population. The zero-temperature result is safe here when the population ratio of m = 1 to m = 0, which is exp(−ω/k_BT), is small compared with 1/3.6, and when higher levels are negligible in the same sense. At 300 K the condition fails in this example: the population ratio is 0.098, so the m = 1 level already adds about 0.36 of the m = 0 contribution.

**Q.** The other weak point is the equal frequency. A trap that changes its charge may well soften its bonds.

**A.** Keep M fixed and let the frequencies be ω_i and ω_f. From the definition of a with ω = ω_i,

q = (a + a†)/√(2Mω_i), ip = √(Mω_i/2)(a − a†).

Inserting these into the lowering operator of the final well gives

b = μa + νa† − g_f, with g_f = Δ√(Mω_f/2)

μ = ½[√(ω_f/ω_i) + √(ω_i/ω_f)], ν = ½[√(ω_f/ω_i) − √(ω_i/ω_f)].

Now b|0_i> = −g_f|0_i> + ν|1_i>. The state is no longer an eigenstate of b, and the recursion used above is lost. The squared norm of this vector is the mean phonon number,

<n> = g_f² + ν² = Mω_fΔ²/2 + (ω_i − ω_f)²/(4ω_iω_f).

The first term is the relaxation energy in the final well divided by ω_f. The second survives at Δ = 0: changing the stiffness alone already excites the mode.

**Q.** Is that second term large enough to matter?

**A.** For ω_f = 0.8 ω_i and the same Δ, the mean is 3.75 + 0.0125 = 3.76, so the mean is hardly affected by it. The variance tells more. Applying b† = μa† + νa − g_f to b|0_i> gives

b†b|0_i> = (g_f² + ν²)|0_i> − g_f(μ + ν)|1_i> + √2 μν|2_i>.

The first coefficient is the mean, and the other two components make up the variance:

g_f²(μ + ν)² + 2μ²ν² = g_f² ω_f/ω_i + 2μ²ν².

Here the first term is 3.75 × 0.8 = 3.00. Since μ² = 1 + ν² = 1.0125, the second is 2 × 1.0125 × 0.0125 = 0.025. The sum, 3.03, agrees with the grid calculation and lies well below the mean of 3.76. The distribution is narrower than a Poisson law of the same mean, chiefly because the initial packet is narrower in q than the ground state of the softer well.

**Q.** Suppose I fit a Poisson law to calculated overlaps and call its mean the Huang-Rhys factor. When am I entitled to do that?

**A.** When a single mode is involved, its two wells are harmonic with equal frequencies and the start is the vibrational ground state, the fitted mean is λ/ω. Outside those conditions, compute λ from the final potential and the overlaps from the actual wells, and keep the two quantities apart. The softened well shows why: its mean is within 0.4% of the relaxation energy in phonons, yet its variance is about 20% below that mean. Agreement of the mean alone does not establish the Poisson law.

Numbers as computed

```
Phonon energy: 0.060 eV
Force constant: 9.00 eV/angstrom^2
Displacement: 0.250 angstrom
Oscillator length: 0.08165 angstrom
Relaxation energy, formula: 0.28125 eV
Relaxation energy, grid mean energy: 0.28125 eV
Shift parameter g: 2.16506 (dimensionless)
Huang-Rhys factor S: 4.6875 (dimensionless)
Weights from grid and from Poisson law (dimensionless):
  n =  0: grid 0.009210, Poisson 0.009210
  n =  1: grid 0.043170, Poisson 0.043170
  n =  2: grid 0.101181, Poisson 0.101181
  n =  3: grid 0.158095, Poisson 0.158095
  n =  4: grid 0.185267, Poisson 0.185267
  n =  5: grid 0.173688, Poisson 0.173688
  n =  6: grid 0.135694, Poisson 0.135694
  n =  7: grid 0.090866, Poisson 0.090866
  n =  8: grid 0.053242, Poisson 0.053242
  n =  9: grid 0.027730, Poisson 0.027730
  n = 10: grid 0.012999, Poisson 0.012999
  n = 11: grid 0.005539, Poisson 0.005539
  n = 12: grid 0.002164, Poisson 0.002164
Largest weight difference: 8.0e-15
Sum of grid weights: 1.000000 (dimensionless)
Mean phonon number, grid: 4.6875 (dimensionless)
Variance of phonon number, grid: 4.6875 (dimensionless)
Spread of vibrational energy: 0.1299 eV
Most probable phonon number: 4
Drop between relaxed levels: 0.60 eV
Phonon number selected by the drop: 10
Weight of the selected level: 0.012999
Start in m = 1, mean: 5.6875 (dimensionless)
Start in m = 1, variance: 14.0625 (dimensionless)
Final/initial frequency in soft case: 0.80
Soft case, relaxation/phonon energy: 3.7500
Soft case, extra term in mean: 0.0125 (dimensionless)
Soft case, mean: 3.7625 (dimensionless)
Soft case, variance: 3.0253 (dimensionless)
Soft case without displacement, mean: 0.0125
```
